# Vacancy diffusion time across a thin oxide

## Problem

A cerium dioxide gate oxide is 2.0 nm thick and held at 300 K. Its oxygen ions form a simple cubic sublattice with one cube axis along the film normal. On this sublattice there is one isolated vacancy. The vacancy moves when one of the six nearest oxygen ions jumps into it. Take a jump length \(a=0.26\) nm, an energy barrier \(E=0.70\) eV and an attempt frequency \(\nu=10^{13}\) Hz for each of the six ions. These are round values.

1. Find the jump rate in one direction and the diffusion coefficient.
2. Without an electric field, when does the root-mean-square displacement along the film normal reach \(L=2.0\) nm?
3. What fraction of vacancies is farther than \(L\) from the starting plane at that moment, and how is this time related to a mean time of first arrival?
4. The vacancy has charge \(+2\) relative to the perfect lattice. How do fields of 1 and 5 MV/cm change the time?
5. Estimate the effects of heating to 360 K, a barrier error of 0.1 eV, quantum motion of the oxygen ion and attraction to a metal gate.

The algebra uses atomic units, \(\hbar=m_e=e=4\pi\varepsilon_0=1\), with Boltzmann's constant \(k\) kept. Numerical values are in nm, eV, s, K and MV/cm.

## Solution

### 1. Jump rate and diffusion coefficient

Let \(x\) be the displacement of one neighbouring oxygen ion of mass \(m\) towards the vacancy. Its potential \(V(x)\) has a minimum \(V=0\) at \(x=0\) and a top \(V=E\) halfway along the jump. In classical equilibrium the probability density at the top is

\[
\frac{e^{-E/kT}}{Z},\qquad Z=\int_{\rm well}e^{-V(x)/kT}\,dx .
\]

Only forward velocities carry the ion across. Averaged over the Maxwell distribution, they contribute

\[
\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}\,dv=\sqrt{\frac{kT}{2\pi m}} .
\]

If each crossing ends in the new site, the rate is the product of density and velocity:

\[
\Gamma=\sqrt{\frac{kT}{2\pi m}}\,\frac{e^{-E/kT}}{Z}.
\]

For \(E\gg kT\) the ion stays near the bottom of the well, where \(V\simeq m\omega^2x^2/2\) and \(\omega=2\pi\nu\). The Gaussian integral is \(Z\simeq\sqrt{2\pi kT/(m\omega^2)}\), so

\[
\Gamma=\sqrt{\frac{kT}{2\pi m}}\sqrt{\frac{m\omega^2}{2\pi kT}}\;e^{-E/kT}
=\frac{\omega}{2\pi}e^{-E/kT}=\nu e^{-E/kT}.
\]

This is the rate for one ion and hence for one direction. Some ions cross the top and turn back, so in classical mechanics the flux through the top is an upper bound on the rate; the loss depends on how strongly the ion is coupled to the lattice and is not computed here. The vacancy leaves its site at the total rate \(6\Gamma\). Transverse vibrations are taken to be the same in the well and at the top; otherwise their ratio would enter \(\nu\).

Now let the vacancy be at plane \(n\) along the film normal, so that \(x=na\) is its own displacement from here on. Two of the six directions change \(n\), one by \(+1\) and one by \(-1\). The other four leave it unchanged. Therefore

\[
\frac{d\langle n^2\rangle}{dt}
=\Gamma\langle(n+1)^2-n^2\rangle+\Gamma\langle(n-1)^2-n^2\rangle .
\]

The brackets are \(2n+1\) and \(-2n+1\). Their sum is 2, so a start at \(n=0\) gives

\[
\langle x^2\rangle=a^2\langle n^2\rangle=2\Gamma a^2t .
\]

The diffusion equation \(\partial p/\partial t=D\,\partial^2p/\partial x^2\) gives, after two integrations by parts with \(p\) vanishing far away,

\[
\frac{d\langle x^2\rangle}{dt}=D\int x^2\frac{\partial^2p}{\partial x^2}dx
=2D\int p\,dx=2D .
\]

Comparison yields \(D=\Gamma a^2\). The three axes contribute equally, so in three dimensions \(\langle r^2\rangle=6Dt\) with the same \(D\).

The numbers follow in order, with spare digits kept for the arithmetic:

- \(kT=0.025852\) eV, so \(E/kT=0.70/0.025852=27.077\).
- \(e^{-27.077}=1.740\times10^{-12}\).
- \(\Gamma=10^{13}\times1.740\times10^{-12}=17.40\ \mathrm{s^{-1}}\).
- \(D=17.40\times(0.26)^2=1.18\ \mathrm{nm^2/s}\), or \(118\) Å²/s.

The vacancy rests on a site for \(1/(6\Gamma)=0.0096\) s on average. Successive jumps are independent if the lattice carries away the energy of a jump before the next one. The wait is about \(10^{11}\) vibration periods, so this holds even for weak damping.

### 2. The diffusion time

The lattice is treated as unbounded here, and the film thickness only sets the length \(L\). Between two closed faces a distance \(L\) apart, the root-mean-square displacement would always stay below \(L\). Setting \(\langle x^2\rangle=L^2\) in \(\langle x^2\rangle=2Dt\) gives

\[
t=\frac{L^2}{2D}=\frac{L^2}{2\nu a^2}\,e^{E/kT}.
\]

Hence

\[
t=\frac{(2.0)^2}{2\times1.176}\ \mathrm{s}=1.7\ \mathrm{s}.
\]

The mean number of jumps along the normal is \(2\Gamma t=(L/a)^2=(7.692)^2\simeq59\). About 177 jumps occur in all directions together. A straight path would need about eight jumps; the others are spent on reversals and sideways motion.

The meaning of \(\nu\) matters. If \(10^{13}\) Hz were the total for all six directions, each direction would receive one sixth of it and the time would be 10.2 s. Here each neighbouring ion vibrates at its own frequency \(\nu\), so the value per direction is the appropriate one.

A direct simulation shows the same spreading. It followed 20,000 vacancies for 1.7 s, with random waiting times of mean \(1/(6\Gamma)\) and six equally likely directions. The mean square displacement was 4.01 nm² along one axis and 12.02 nm² in three dimensions, against 4 and 12 nm² from the formulas. For a Gaussian displacement the relative statistical error of the one-axis value is \(\sqrt{2/20000}\), or 1%, so the difference is within the sampling error.

### 3. What the time means

At time \(t\) the continuum distribution is a Gaussian of standard deviation \(L\). The fraction with \(|x|>L\), counting both directions, is

\[
\operatorname{erfc}\!\left(\frac{1}{\sqrt2}\right)=0.317 .
\]

Thus about two thirds of the vacancies are within 2 nm of their starting plane at this moment. Some of them have been farther away and returned, so the fraction that has ever been beyond 2 nm is larger than 0.317. For the fraction outside at time \(t\), solving the rate equations for the plane probabilities with a matrix exponential gives 0.329. The small difference comes from the discrete planes. The first plane beyond 2.0 nm is number 8, and its share of the axis begins at \(7.5a=1.95\) nm, so the matching Gaussian tail starts slightly earlier.

These fractions refer to an unbounded lattice. In a film, a first-arrival time depends on the boundaries. Let \(\tau_n\) be the mean time to reach an absorbing plane from plane \(n\). The mean wait for a jump along the normal is \(1/(2\Gamma)\), after which the two directions are equally likely:

\[
\tau_n=\frac1{2\Gamma}+\frac{\tau_{n+1}+\tau_{n-1}}2 .
\]

Multiplying by 2 and rearranging gives

\[
\tau_{n+1}-2\tau_n+\tau_{n-1}=-\frac1\Gamma .
\]

The second difference of \(n^2\) is 2 and that of a linear function is zero, so the general solution is

\[
\tau_n=C+Bn-\frac{n^2}{2\Gamma}.
\]

**Two absorbing sides.** With \(\tau_N=\tau_{-N}=0\), symmetry gives \(B=0\), and then \(C=N^2/(2\Gamma)\). From the middle of a film of thickness \(2Na\),

\[
\tau_0=\frac{N^2}{2\Gamma}=\frac{(Na)^2}{2D}.
\]

**One reflecting side.** A vacancy at plane 0 can now jump along the normal in one direction only. Thus \(\tau_0=1/\Gamma+\tau_1\). Inserting the solution gives \(-B+1/(2\Gamma)=1/\Gamma\), so \(B=-1/(2\Gamma)\). The condition \(\tau_N=0\) then gives

\[
\tau_0=C=\frac{N^2}{2\Gamma}+\frac{N}{2\Gamma}=\frac{N(N+1)}{2\Gamma}.
\]

For \(N=8\), a distance of 2.08 nm, the times are \(64/(2\times17.40)=1.84\) s and \(72/(2\times17.40)=2.07\) s. The second exceeds the first by the factor \(1+1/N\), which tends to 1 for many planes. In that limit \(L^2/(2D)\) is also the mean time to cross a film from a reflecting face to an absorbing one. The two-sided case with \(N=8\) describes a film 4.16 nm thick. From the middle of a 2.08 nm film, \(N=4\) and the mean time is only \(16/(2\times17.40)=0.46\) s. Individual arrival times remain random.

### 4. A charged vacancy in a field

Let a uniform field \(F\) point along the normal. A vacancy of charge \(q=2\) gains energy \(w=qFa\) in one forward jump. The barrier top lies halfway, so to first order in the field the forward barrier falls by \(w/2\) and the backward barrier rises by \(w/2\):

\[
\Gamma_\pm=\Gamma e^{\pm w/2kT}.
\]

The mean drift speed is

\[
v=a(\Gamma_+-\Gamma_-)=2\Gamma a\sinh\frac{w}{2kT},
\]

and the mean displacement reaches \(L\) at \(t_F=L/v\). Dividing the field-free time by this drift time gives

\[
\frac{t}{t_F}=\frac{L^2}{2\Gamma a^2}\,\frac{2\Gamma a}{L}\sinh\frac{w}{2kT}
=\frac La\sinh\frac{w}{2kT}.
\]

At 1 MV/cm the voltage across 2.0 nm is 0.2 V, and one jump covers the fraction \(0.26/2.0\) of it. Hence \(w=2\times0.2\times0.13=0.052\) eV and \(t_F=0.19\) s, 9.1 times shorter than the diffusion time. At 5 MV/cm the voltage is 1.0 V, \(w=0.26\) eV and \(t_F=0.0029\) s, shorter by a factor of about 590. These drift times refer to the mean displacement. The root-mean-square displacement also contains the spreading, \(\langle x^2\rangle=v^2t^2+(\Gamma_++\Gamma_-)a^2t\), and reaches \(L\) a little earlier, at 0.17 s and 0.0027 s, which are factors of 9.9 and about 630.

For a weak field, \(\sinh(w/2kT)\simeq w/(2kT)\), and the ratio becomes \(qFL/(2kT)\). Drift and diffusion times are then equal at \(qFL=2kT\). For \(q=2\) this is a film voltage of 0.026 V. The approximation is consistent there, since \(w/(2kT)=a/L=0.13\). The field-free answer therefore applies to a doubly charged vacancy only if the voltage across the film is well below 0.026 V.

The linear barrier change can be examined with the model potential

\[
V(x)=\frac E2\left(1-\cos\frac{2\pi x}{a}\right).
\]

With the energy \(-wx/a\) added, the minimum and maximum satisfy \(\sin(2\pi x/a)=s\), where \(s=w/(\pi E)\). Put \(\theta=\arcsin s\). The extrema lie at \(2\pi x/a=\theta\) and \(\pi-\theta\), so the forward barrier is

\[
E\cos\theta-w\left(\frac12-\frac\theta\pi\right)
\simeq E-\frac w2+\frac{w^2}{2\pi^2E}.
\]

The last term collects \(-Es^2/2\) from the cosine and \(w\theta/\pi\simeq Es^2\) from the shortened path. At 5 MV/cm a numerical search for the extrema gives 0.575 eV, against 0.570 eV from the linear rule. The difference of 0.005 eV lowers the forward rate by about 17%, so for this one-dimensional potential the linear rule gives a strong-field drift time that is a little too short. In a real crystal the second-order term also depends on how the polarisability differs between the well and the top, and the cosine fixes neither its size nor its sign.

### 5. Other effects

**Temperature and barrier.** With \(\nu\), \(a\) and \(E\) fixed, heating from 300 to 360 K reduces the diffusion time to 0.019 s, a factor of 91. At 300 K, changing the barrier by 0.1 eV changes the time by \(e^{0.1/0.025852}=48\). A barrier of 0.6 eV gives 0.036 s and one of 0.8 eV gives 81 s. The second digit of 1.7 s is thus arithmetic for the given data, not a measure of predictive accuracy.

**Quantum motion.** Let \(u=\omega/kT\), which is 1.60 here. The classical partition function of the well is \(1/u\). The quantum one is

\[
\sum_{n=0}^\infty e^{-(n+1/2)u}=\frac1{2\sinh(u/2)} .
\]

The rate is inversely proportional to the well's partition function, so it is multiplied by \(2\sinh(u/2)/u=1.110\).

At the top, take a parabola with the same frequency, as in the cosine potential. In scaled variables \(H/\omega=(p^2-y^2)/2\). Define \(Q=(p+y)/\sqrt2\) and \(P=(p-y)/\sqrt2\). Then \([Q,P]=i\) and \(H/\omega=(QP+PQ)/2\). A wave arriving from the left has \(P>0\); transmitted and reflected waves have \(Q>0\) and \(Q<0\). With \(Q=i\,d/dP\), the solution at energy \(\epsilon\omega\) above the top is \(P^{-1/2-i\epsilon}\). Its Fourier transform is

\[
\int_0^\infty P^{-1/2-i\epsilon}e^{iPQ}dP
\propto(-iQ)^{-1/2+i\epsilon}.
\]

Since \(-i=e^{-i\pi/2}\), the magnitude carries \(e^{\pi\epsilon/2}\) for \(Q>0\) and \(e^{-\pi\epsilon/2}\) for \(Q<0\). The ratio of transmission to reflection is \(e^{2\pi\epsilon}\), so the transmission is \(1/(1+e^{-2\pi\epsilon})\). With \(z=\epsilon u\), its thermal average relative to a classical step is

\[
\int_{-\infty}^{\infty}\frac{e^{-z}\,dz}{1+e^{-2\pi z/u}}
=b\int_0^\infty\frac{g^{b-1}}{1+g}\,dg
=\frac{\pi b}{\sin\pi b}=\frac{u/2}{\sin(u/2)},
\]

where \(g=e^{-2\pi z/u}\) and \(b=u/2\pi<1\). This factor is 1.115. The product,

\[
\frac{\sinh(u/2)}{\sin(u/2)}=1.24,
\]

shortens the time to 1.4 s if 0.70 eV is the height of the potential itself. Quantum changes in the transverse vibrations are left out.

**Metal gate.** A charge \(q\) at distance \(z\) from a metal plane is attracted as if by a charge \(-q\) at distance \(2z\). In a medium of relative permittivity \(\kappa\), the work needed to remove it from distance \(d\) is

\[
\int_d^\infty\frac{q^2}{\kappa(2z)^2}\,dz=\frac{q^2}{4\kappa d}.
\]

For \(d=1.0\) nm and a rough \(\kappa=25\) this is 0.058 eV, or 2.2 times \(kT\). It assumes that the oxide continues without end. The force at that distance, \(q^2/(4\kappa d^2)\), equals that of a field of 0.29 MV/cm on the charge \(+2\). This exceeds the 0.13 MV/cm, or 0.026 V across the film, at which drift and diffusion times are equal. The energy grows as \(1/d\), to 0.12 eV at 0.5 nm, although the continuum formula loses its meaning within a lattice spacing or so of the metal. In this estimate the vacancy is drawn to the gate and held there, so the field-free time does not describe a charged vacancy near a metal gate even without an applied voltage. The 2.0 nm film has a second face with image forces of its own, so these numbers only indicate the scale of the effect. Near that face, a second metal gate would attract the vacancy, whereas a material of lower permittivity would repel it. Sites near a gate are therefore not equivalent for a charged vacancy. Midway between two identical metal gates the image forces cancel by symmetry, but they do not cancel away from the middle.

### The model and a real film

Ceria suits this calculation because the oxygen sublattice of its fluorite structure is simple cubic. Its oxygen spacing is nearer 0.27 nm, which would shorten the time by about 7% at fixed \(L\) and jump rate. The barrier and attempt frequency are rough values; dopants, strain and nearby defects can change the barrier. For the cosine potential, \(V''(0)=2\pi^2E/a^2\) gives \(\nu=\sqrt{E/(2m)}/a\), which is \(5.6\times10^{12}\) Hz for the oxygen mass. This is a little over half the value used. With it, the classical diffusion time would be 3.0 s instead of 1.7 s, and the quantum correction to the rate would be a factor of 1.07 instead of 1.24.

A working gate oxide breaks the field-free assumption most directly. For an isolated vacancy of charge \(+2\) and a film normal along a cube axis, the drift times for the fields considered here are shorter than the diffusion time by factors of 9 to about 590, but 5 MV/cm may exceed the breakdown field of a real ceria film. The orientation matters in a strong field. If the normal is a body diagonal of the cube, each jump advances only \(a/\sqrt3\) along the field. \(D\) is unchanged, but the same barrier rule then gives a factor of about 120 at 5 MV/cm. Electrons bound near the vacancy would reduce its net charge and, if the barrier stayed the same, its drift. Grain boundaries and interface layers can also make the barriers unequal. The value 1.7 s describes a dilute, field-free vacancy in a uniform crystal, rather than the lifetime of a device.
